# Capacitance drop and loss integral of a metal-semiconductor contact

A metal-semiconductor contact is held at a fixed dc bias and temperature, and a small voltage $v(t)$ is added. The added current is linear in $v$, its law does not change with time, and no current precedes the voltage that causes it. With time factor $e^{i\omega t}$, $\omega$ being the angular frequency, the admittance is

$$Y(\omega)=G(\omega)+i\omega C(\omega).$$

A unit voltage step at $t=0$ produces, per volt, the current

$$C_\infty\delta(t)+G_0+j(t)\quad(t\ge 0),$$

and nothing earlier. The first term charges the capacitance that follows at once, $G_0$ is the dc differential conductance at this bias, and $j(t)$ is the real transient left by slow charge, such as charge in traps. It is assumed that $\int_0^\infty|j|\,dt$ is finite.

## (a) Express $C(\omega)$ and $G(\omega)$ through $j$, and find the total capacitance drop.

**Solution.** A smooth voltage is a sum of small steps of height $v'(u)\,du$. Adding their responses, with $s=t-u$, gives

$$i(t)=C_\infty v'(t)+G_0v(t)+\int_0^\infty j(s)\,v'(t-s)\,ds .$$

The lower limit is zero because of causality. For $v=e^{i\omega t}$ we have $v'(t-s)=i\omega e^{i\omega t}e^{-i\omega s}$, so

$$Y(\omega)=G_0+i\omega C_\infty+i\omega\int_0^\infty j(t)\,e^{-i\omega t}dt .$$

Since $i\omega(\cos\omega t-i\sin\omega t)=\omega\sin\omega t+i\omega\cos\omega t$, the real and imaginary parts are

$$\frac{G(\omega)-G_0}{\omega}=\int_0^\infty j\sin\omega t\,dt,\qquad C(\omega)=C_\infty+\int_0^\infty j\cos\omega t\,dt .$$

As $\omega\to0$ the cosine tends to 1 while the integrand stays below $|j|$, so the integral tends to $\int_0^\infty j\,dt$.

For $\omega\to\infty$, set $j=0$ at negative times and call the Fourier integral $J(\omega)$. Shifting $t$ by $\pi/\omega$ reverses the sign of $e^{-i\omega t}$. The average of the original and shifted forms is

$$J(\omega)=\tfrac12\int_{-\infty}^{\infty}[j(t)-j(t-\pi/\omega)]e^{-i\omega t}dt .$$

The integral of $|j(t)-j(t-\pi/\omega)|$ vanishes as the shift goes to zero, because an integrable function can be approximated in area by a continuous one of finite extent. Hence $J\to0$, $C(\omega)\to C_\infty$, and

$$\Delta C\equiv C(0)-C_\infty=\int_0^\infty j(t)\,dt .$$

The drop is the slow charge per volt.

## (b) Show that $\mathrm{Si}(x)=\int_0^x(\sin u/u)\,du$ is bounded for $x\ge0$, and find its limit as $x\to\infty$.

**Solution.** Write $1/u=\int_0^\infty e^{-us}ds$. The order of integration may be exchanged, because the double integral of the absolute value is $\int_0^x|\sin u|/u\,du\le x$. The inner integral is

$$\int_0^x e^{-us}\sin u\,du=\frac{1-e^{-xs}(\cos x+s\sin x)}{1+s^2},$$

and therefore

$$\mathrm{Si}(x)=\frac{\pi}{2}-\int_0^\infty\frac{e^{-xs}(\cos x+s\sin x)}{1+s^2}\,ds .$$

Because $|\cos x+s\sin x|\le\sqrt{1+s^2}$, the last integral is at most $\int_0^\infty e^{-xs}ds=1/x$ in size. The limit is $\pi/2$. For $x\ge1$ this gives $|\mathrm{Si}|\le\pi/2+1$. For $x\le1$, $|\mathrm{Si}|\le x\le1$.

## (c) Prove that
$$C(0)-C_\infty=\frac{2}{\pi}\int_0^\infty\frac{G(\omega)-G_0}{\omega}\,d\ln\omega,$$
**and show what fails without causality.**

**Solution.** Take a finite window $a<\omega<b$ and use $d\ln\omega=d\omega/\omega$. The integrand $j(t)\sin(\omega t)/\omega$ is at most $|j|/a$ in size, so the integrals may be exchanged:

$$\int_a^b\frac{d\omega}{\omega}\int_0^\infty j\sin\omega t\,dt=\int_0^\infty j(t)\,[\mathrm{Si}(bt)-\mathrm{Si}(at)]\,dt .$$

The substitution $u=\omega t$ produced the bracket. It is bounded by $\pi+2$, and for each $t>0$ it tends to $\pi/2$ as $a\to0$ and $b\to\infty$. Dominated convergence gives $(\pi/2)\int_0^\infty j\,dt=(\pi/2)\Delta C$, which is the statement.

If current could precede the step, the integrals in (a) would run over all $t$. The cosine is even and the sine odd, so

$$\Delta C=\int_{-\infty}^{\infty}j\,dt,\qquad \frac2\pi\int_0^\infty\frac{G-G_0}{\omega}\,d\ln\omega=\int_{-\infty}^{\infty}\mathrm{sgn}(t)\,j\,dt .$$

They differ by twice the charge that flows before the step. Causality removes it.

## (d) Apply the rule to one relaxation time, to an inductive contact and to a series resistance. When does it fail?

**Solution.** For $j=(\Delta C/\tau)e^{-t/\tau}$,

$$\frac{G-G_0}{\omega}=\Delta C\,\frac{\omega\tau}{1+\omega^2\tau^2}.$$

The peak height is $\Delta C/2$, at $\omega\tau=1$. With $y=\omega\tau$ the area over $\ln\omega$ is $\Delta C\int_0^\infty dy/(1+y^2)=\pi\Delta C/2$, as required.

The drop may be negative. For $j=(C_1/\tau)(1-3t/\tau)e^{-t/\tau}$ with $C_1>0$, it is $C_1(1-3)=-2C_1$, and $G$ must lie below $G_0$ over some range of frequency. If $2C_1>C_\infty$, then $C(0)<0$ and the contact is inductive at low frequency.

With a series resistance $R$, $Y_R=Y/(1+RY)$. If $C_\infty>0$, then $|Y|\to\infty$ and $Y_R\to1/R$ at high frequency, so the measured capacitance tends to zero. Near $\omega=0$, $Y\simeq G_0+i\omega C(0)$, and $dY_R/dY=1/(1+RY)^2$ gives

$$G_{0,R}=\frac{G_0}{1+RG_0},\qquad C_R(0)=\frac{C(0)}{(1+RG_0)^2}.$$

Provided the new transient is also integrable, the full integral now equals $C_R(0)$, not the trap step alone. The trap step is recovered approximately if $RG\ll1$ and the integration stops on the plateau of $C$ above the trap rates, with $\omega RC_\infty$ there still small beside both 1 and $\Delta C/C_\infty$.

The proof does not apply if the contact drifts during the sweep, if the signal is too large for linear response, or if the contact is unstable at fixed voltage. It also does not apply if $j$ is not integrable: a tail $t^{-p}$ with $0<p\le1$ gives no finite $C(0)$.

## (e) Let $j=\sum_kw_ke^{-\lambda_kt}$ with $w_k\ge0$, $\lambda_k>0$. Bound the loss peak and the parts missed by a window $\omega_1<\omega<\omega_2$. What does omitting $G_0$ do?

**Solution.** The sine transform of each exponential gives

$$\frac{G-G_0}{\omega}=\sum_kw_k\frac{\omega}{\lambda_k^2+\omega^2},\qquad \Delta C=\sum_k\frac{w_k}{\lambda_k}.$$

Since $\omega\lambda_k/(\lambda_k^2+\omega^2)\le1/2$, the peak is at most $\Delta C/2$.

Below $\omega_1$ use $\omega/(\lambda_k^2+\omega^2)\le\omega/\lambda_k^2$ and $\sum_kw_k/\lambda_k^2=\int_0^\infty tj\,dt$. Above $\omega_2$ use the bound $1/\omega$ and $\sum_kw_k=j(0)$. The missing parts of the rule are then at most

$$\frac2\pi\,\omega_1\int_0^\infty tj\,dt\qquad\text{and}\qquad\frac2\pi\,\frac{j(0)}{\omega_2}.$$

If $G_0$ is not subtracted, the result is too large by

$$\frac2\pi G_0\int_{\omega_1}^{\omega_2}\frac{d\omega}{\omega^2}=\frac2\pi G_0\left(\frac1{\omega_1}-\frac1{\omega_2}\right),$$

which diverges as $\omega_1\to0$.

## (f) Find the ac equation for a contact on n-type silicon with $N_D$ donors and $N_T$ acceptor traps per volume, at zero bias. Does its $j$ have the form in (e)?

**Solution.** Let $n$ be the electron density, $f$ the trap occupancy, $c$ the capture coefficient and $V_T=k_BT/q$. Hole exchange is neglected, and

$$\dot f=cn(1-f)-cn_1f,\qquad n_1=N_ce^{-E_t/k_BT}.$$

Here $E_t$ is the trap depth below the conduction band, with any degeneracy factor absorbed in it. In equilibrium $f=n/(n+n_1)$. Electrons follow the bulk Fermi level, so a small potential $\phi$ relative to the bulk gives $\delta n=n\phi/V_T$. Linearizing,

$$\left(i\omega+\frac1\tau\right)\delta f=cn(1-f)\frac{\phi}{V_T},\qquad \frac1\tau=c(n+n_1).$$

Multiplying by $\tau$ and using $cn\tau=f$ gives $\delta f=f(1-f)(\phi/V_T)/(1+i\omega\tau)$. The charge density is $q(N_D-n-N_Tf)$, so Poisson's equation becomes

$$\phi''=\frac{q}{\varepsilon V_T}\left[n+\frac{N_Tf(1-f)}{1+i\omega\tau}\right]\phi .$$

With the metal at $x=0$, area $A$ and $\phi=0$ in the bulk, the metal charge is $-\varepsilon A\phi'(0)$. Thermionic emission adds a conductance. Hence

$$Y=G_0+i\omega\left[-\frac{\varepsilon A\phi'(0)}{\phi(0)}\right],\qquad G_0=\frac{AA^*T^2}{V_T}e^{-\Phi_B/k_BT},$$

with $A^*$ the Richardson constant and $\Phi_B$ the barrier. This $G_0$ is the zero-bias slope of $AA^*T^2e^{-\Phi_B/k_BT}(e^{V/V_T}-1)$.

For the transient, let $u=N_T\delta f$ and $M=-d^2/dx^2+qn/(\varepsilon V_T)$, with zero potential at both ends. $M$ is symmetric and positive. Let $g$ be the potential per volt with frozen traps, so that $g(0)=1$ and $-g''+qng/(\varepsilon V_T)=0$. After a unit step, $\phi=g+\phi_u$, where $\phi_u=-(q/\varepsilon)M^{-1}u$. Integrating $g\phi_u''-\phi_ug''=(q/\varepsilon)gu$ by parts leaves $-\phi_u'(0)=(q/\varepsilon)\int gu\,dx$. The slow metal charge is therefore $qA\int gu\,dx$.

The trap equation is $\dot u=d\,\phi-u/\tau$, with $d=N_Tf(1-f)/(V_T\tau)$. Setting $u=\sqrt d\,w$ and $p=\sqrt d\,g$,

$$\dot w=p-Bw,\qquad B=\frac1\tau+\frac q\varepsilon\sqrt d\,M^{-1}\sqrt d .$$

Since $w(0)=0$, $\dot w=e^{-Bt}p$, and

$$j(t)=qA\int p\,e^{-Bt}p\,dx .$$

$B$ is symmetric and positive. On a grid its eigenvectors turn this into a sum of decaying exponentials with squared, hence non-negative, weights. The bounds in (e) apply.

## (g) Evaluate a nickel-silicide contact at 300 K.

**Solution.** Take $A=10^{-3}$ cm², $\Phi_B=0.70$ eV, $N_D=10^{16}$ cm⁻³, $N_T=2\times10^{15}$ cm⁻³, $E_t=0.40$ eV, $N_c=2.8\times10^{19}$ cm⁻³, relative permittivity 11.7 and $A^*=110$ A/(cm² K²). A cross-section of $10^{-15}$ cm² and a thermal speed of $2\times10^7$ cm/s give $c=2\times10^{-8}$ cm³/s. With $V_T=25.852$ mV,

$$G_0=\frac{10^{-3}\times110\times300^2}{0.025852}\,e^{-0.70/0.025852}\ \mathrm{S}=0.666\ \mu\mathrm{S}.$$

The equilibrium Poisson equation was solved by Newton iteration on a 1 nm grid, 900 nm deep. The field at the metal is 0.0365 MV/cm, and the traps are half filled at a depth of 106 nm. Solving the ac equation on the same grid with responding traps gives $C(0)=43.90$ pF, and with frozen traps $C_\infty=38.65$ pF. Thus $\Delta C=5.25$ pF, or 13.6% of $C_\infty$.

The same ac equation at finite frequency gives:

| Frequency (kHz) | $C$ (pF) | $G$ (μS) | $(G-G_0)/\omega$ (pF) |
|---:|---:|---:|---:|
| 1 | 43.90 | 0.667 | 0.156 |
| 10 | 43.40 | 0.751 | 1.343 |
| 30 | 41.77 | 1.072 | 2.150 |
| 100 | 39.82 | 1.684 | 1.620 |
| 1000 | 38.75 | 2.760 | 0.333 |

Trapezoidal integration over $\ln\omega$, from 1 to $10^{15}$ rad/s, gives $(2/\pi)\int[(G-G_0)/\omega]\,d\ln\omega=5.25$ pF, equal to the drop. The upper limit is mathematical; the circuit model is not physical there.

The loss peaks at 2.16 pF near 34 kHz. Twice this height is 82% of the drop, whereas one relaxation time would give 100%, so several rates contribute. At half filling $n=n_1$, and the local rate is $2cn_1=2\times1.068\times10^5$ s⁻¹, or 34 kHz after division by $2\pi$. This agreement is not an identity: traps at other depths have other local rates, and the second term of $B$ couples the traps and raises their rates. Here the spread of local rates alone, without the coupling term, puts the peak at 31.5 kHz. The coupling alone, with every local rate set to $2cn_1$, puts it at 36.7 kHz. The two shifts nearly cancel.

A window from 1 kHz to 1 MHz yields 4.91 pF and misses 0.34 pF, or 6% of the drop. The transient, found by diagonalizing $B$, has $\int tj\,dt/\Delta C=4.73$ μs and $j(0)=2.83$ μS. The tail bounds are therefore

$$\frac2\pi(6283\ \mathrm{s^{-1}})(4.73\ \mu\mathrm{s})(5.25\ \mathrm{pF})=0.10\ \mathrm{pF},\qquad \frac2\pi\,\frac{2.83\ \mu\mathrm{S}}{6.283\times10^6\ \mathrm{s^{-1}}}=0.29\ \mathrm{pF}.$$

Leaving $G_0$ in the integrand adds 67.44 pF and gives 72.35 pF, about fourteen times the true drop.

A series resistance of 10 Ω makes the full integral 43.90 pF, in accordance with (d). At 1 MHz, expanding $Y_R\simeq Y-RY^2$ shows an added loss $R\omega C^2=0.094$ pF, which is 28% of the trap loss there.

**Comparison with real contacts.** The barrier and doping are rough typical values for nickel silicide on n-type silicon. The trap level is a round model value, and a trap density of 20% of the doping is far above that of a clean contact. The largest neglected effect sized here is image-force lowering, $\sqrt{qE/(4\pi\varepsilon)}=21$ mV at the field $E$ above. If 0.70 eV is the barrier before lowering, this multiplies $G_0$ by 2.3, and with it the error from omitting the subtraction; a barrier fitted to measured current already contains it. Tunnelling through the barrier top (a factor 1.1 to 1.2 in a WKB estimate) and the diffusion limit (a factor 0.94 at a mobility of 1000 cm²/(V s)) change $G_0$ less. A temperature 10 K higher raises the Boltzmann factor of the emission rate 1.65 times and $G_0$ 2.5 times. The subtraction is the sensitive step: a $G_0$ taken at a temperature 0.1 K off is wrong by 0.9%, which shifts the 1 kHz to 1 MHz integral by 0.63 pF, or 12% of the drop. The sweep and $G_0$ must be taken at one well-held temperature. Real barriers also vary across the contact area, an effect not sized here. These changes alter $G_0$, the rates or the drop, but not the rule while the conditions of the proof hold.

Numerical values quoted here were computed with a short program.
